# What the f-sum rule checks in delta-kick absorption spectra, part 1

(Sections cited here and not found follow in the second part.)

## The decision

A real-time calculation of an absorption spectrum gives every electron the same small momentum \(\kappa\), propagates once, records the dipole and Fourier-transforms it. The area under the resulting spectrum is then compared with the number of electrons \(N\). When the two differ, one has to decide what to change: the kick strength, the propagation time, the damping, the frequency range, the grid or the Hamiltonian. When they agree, one has to decide how much of the calculation has been checked. Both decisions hang on one result, derived here in two ways:

\[
\frac{\dot d(0^+)}{\kappa}=\int_0^\infty S(\omega)\,d\omega=N ,
\]

where \(d(t)\) is the change of the summed electron coordinate after the kick and \(S\) is the strength function obtained from it. The first derivation expands in eigenstates and keeps the first order in \(\kappa\). The second uses the equation of motion and no eigenstates. Hartree atomic units are used throughout.

## Conventions and the kick

The Hamiltonian of \(N\) electrons is

\[
H=\sum_{j=1}^N \tfrac12\mathbf p_j^2+\sum_j v(\mathbf r_j)+W ,
\]

with \(v\) and \(W\) multiplicative functions of the coordinates and no spin operators. Its eigenstates are \(|n\rangle\), with \(\omega_n=E_n-E_0\); sums over \(n\) include integrals over any continuum. The ground state \(|0\rangle\) is bound and nondegenerate. For a unit vector \(\mathbf u\),

\[
X=\sum_j \mathbf u\cdot\mathbf r_j,\qquad P=\sum_j\mathbf u\cdot\mathbf p_j,\qquad [X,P]=iN ,
\]

the commutator being \(i\) for each electron. The electron charge is \(-1\), so the dipole is \(\mu=-X\) and a uniform field \(E(t)\) along \(\mathbf u\) adds \(-\mu E=+E(t)X\) to \(H\). Matrix elements are written \(X_{n0}=\langle n|X|0\rangle\), and the oscillator strength along \(\mathbf u\) is \(f_n=2\omega_n|X_{n0}|^2\).

One commutator serves both derivations. For one coordinate, \([p^2,x]=p[p,x]+[p,x]p=-2ip\), and \(v\) and \(W\) commute with \(X\), so

\[
[H,X]=-iP .
\]

Take the field \(E(t)=-\kappa g(t)\), with \(g\) a pulse of unit area and width \(\tau\) centred on \(t=0\). In the interaction picture the state obeys \(i\,\partial_t\psi_I=-\kappa g(t)X_I(t)\psi_I\), with \(X_I(t)=e^{iHt}Xe^{-iHt}=X+it[H,X]+\dots=X+tP+\dots\). Operators at two times within the pulse have the commutator \([X+tP,X+t'P]=t'[X,P]+t[P,X]=iN(t'-t)\), which is of order \(\tau\) and, being a number, contributes only an overall phase of order \(\kappa^2N\tau\). As \(\tau\to0\), \(X_I\to X\), time ordering becomes irrelevant, and the equation integrates to

\[
|\psi(0^+)\rangle=e^{i\kappa X}|0\rangle .
\]

The kick multiplies the wave function by a phase that depends on position. The density is unchanged. The recorded signal is

\[
d(t)=\langle\psi(t)|X|\psi(t)\rangle-\langle0|X|0\rangle,\qquad d(0^+)=0 .
\]

## First derivation: expansion in eigenstates

### Which states are excited

Expanding the exponential, the amplitude of state \(n\neq0\) just after the kick is

\[
c_n=\langle n|e^{i\kappa X}|0\rangle=i\kappa X_{n0}-\tfrac12\kappa^2 (X^2)_{n0}+O(\kappa^3),
\]

and \(c_0=1+i\kappa X_{00}+O(\kappa^2)\). At first order the amplitude is \(i\kappa X_{n0}\), with no factor depending on \(\omega_n\). The statement that the kick excites all dipole transitions therefore means that it excites every state with \(X_{n0}\neq0\) for the chosen \(\mathbf u\), and at first order no other state. Among the states left out are three classes excluded by symmetry; the harmonic trap below shows that others can be. States of another total spin stay empty at every order, because \(X\), and with it \(e^{i\kappa X}\), commutes with the spin operators. If \(H\) has inversion symmetry, states with the parity of the ground state have \(X_{n0}=0\) and receive only even orders in \(\kappa\), so they appear no earlier than the \(\kappa^2\) term, and later if \((X^2)_{n0}=0\). States polarized perpendicular to \(\mathbf u\) need another kick.

The absence of a frequency factor comes from the flat Fourier spectrum of \(\delta(t)\). For a finite pulse, first-order integration of the interaction-picture equation gives \(c_n=i\kappa X_{n0}\int g(t)e^{i\omega_nt}dt\), since \(\langle n|X_I(t)|0\rangle=e^{i\omega_nt}X_{n0}\). For the Gaussian \(g=e^{-t^2/2\tau^2}/(\tau\sqrt{2\pi})\), completing the square as \(-(t-i\omega_n\tau^2)^2/2\tau^2-\omega_n^2\tau^2/2\) gives

\[
c_n=i\kappa X_{n0}\,e^{-\omega_n^2\tau^2/2}.
\]

A real pulse acts as a kick for the lines with \(\omega_n\tau\ll1\), and the first-order amplitude falls short by the fraction \(\omega_n^2\tau^2/2\) at leading order in \(\tau\).

### The signal

After the kick \(|\psi(t)\rangle=\sum_n c_ne^{-iE_nt}|n\rangle\), so

\[
\langle X\rangle(t)=\sum_{m,n}c_m^*c_nX_{mn}e^{i(E_m-E_n)t}.
\]

The term \(m=n=0\) is \(|c_0|^2X_{00}=X_{00}+O(\kappa^2)\), because the first-order part of \(c_0\) is imaginary. Terms with \(m,n\neq0\) are of order \(\kappa^2\). The terms with \(m=0,\ n\neq0\) and their complex conjugates remain:

\[
d(t)=2\,\mathrm{Re}\sum_{n\neq0} i\kappa X_{n0}X_{0n}e^{-i\omega_nt}+O(\kappa^2).
\]

With \(X_{n0}X_{0n}=|X_{n0}|^2\) and \(\mathrm{Re}(ie^{-i\omega_nt})=\sin\omega_nt\),

\[
d(t)=\kappa\sum_{n\neq0}\frac{f_n}{\omega_n}\sin\omega_nt+O(\kappa^2).
\]

The remainder is one order smaller under inversion symmetry. The inversion operator \(\Pi\) obeys \(\Pi X\Pi=-X\), commutes with \(H\) and maps the nondegenerate \(|0\rangle\) to \(\pm|0\rangle\). It therefore turns the state kicked with \(\kappa\) into the state kicked with \(-\kappa\) and reverses \(X\), so \(d_{-\kappa}(t)=-d_\kappa(t)\). A function odd in \(\kappa\) has no \(\kappa^2\) term, and the remainder is \(O(\kappa^3)\). Without symmetry the combination \((d_\kappa-d_{-\kappa})/2\) of two runs is odd in \(\kappa\) and has the same property.

### From the signal to the strength function

The response function is defined by \(\delta\mu(t)=\int\alpha(t-t')E(t')dt'\). With \(\delta\mu=-d\) and \(E=-\kappa\delta\), the two signs cancel and \(\alpha(t)=d(t)/\kappa\) at first order. Its one-sided transform converges for \(\mathrm{Im}\,z>0\). Using \(\int_0^\infty e^{i(z\pm\omega_n)t}dt=i/(z\pm\omega_n)\),

\[
\int_0^\infty \sin(\omega_nt)\,e^{izt}dt=\frac1{2i}\left[\frac{i}{z+\omega_n}-\frac{i}{z-\omega_n}\right]=\frac{\omega_n}{\omega_n^2-z^2},
\]

\[
\alpha(z)=\frac1\kappa\int_0^\infty d(t)e^{izt}dt=\sum_n\frac{f_n}{\omega_n^2-z^2}.
\]

The sign agrees with the static case. A constant field \(F\) mixes in \(-FX_{n0}/\omega_n\) of each state, so \(\delta\langle X\rangle=-2F\sum_n|X_{n0}|^2/\omega_n\) and \(\delta\mu/F=\sum_nf_n/\omega_n^2=\alpha(0)\).

Setting \(z=\omega+i\gamma\) is the same as multiplying the signal by \(e^{-\gamma t}\). Since \(d\) is real, the imaginary part picks out the sine transform, and the damped strength function is defined as

\[
S_\gamma(\omega)=\frac{2\omega}{\pi\kappa}\int_0^\infty e^{-\gamma t}d(t)\sin\omega t\,dt=\frac{2\omega}\pi\,\mathrm{Im}\,\alpha(\omega+i\gamma).
\]

With \(a_n=\omega_n^2+\gamma^2\), one has \(\omega_n^2-z^2=a_n-\omega^2-2i\omega\gamma\), so \(\mathrm{Im}\,(\omega_n^2-z^2)^{-1}=2\omega\gamma/[(a_n-\omega^2)^2+4\omega^2\gamma^2]\). Multiplying by \(2\omega/\pi\) and dividing numerator and denominator by \(\omega^2\),

\[
S_\gamma=\sum_nf_nL_n(\omega),\qquad L_n(\omega)=\frac{4\gamma/\pi}{(\omega-a_n/\omega)^2+4\gamma^2}.
\]

The undivided denominator is \(|\omega_n-z|^2|\omega_n+z|^2=[(\omega-\omega_n)^2+\gamma^2][(\omega+\omega_n)^2+\gamma^2]\), the form used in the program. The properties of \(L_n\) follow from the variable \(y=\omega-a_n/\omega\). The maximum lies at \(y=0\), that is \(\omega^2=\omega_n^2+\gamma^2\), and equals \(1/(\pi\gamma)\). Half the maximum is reached at \(y=\pm2\gamma\), that is \(\omega=\pm\gamma+\sqrt{\gamma^2+a_n}\), so the full width is \(2\gamma\). For the area \(I=\int_0^\infty L_nd\omega\), the substitution \(\omega\to a_n/\omega\) sends \(y\to-y\) and gives \(I=\int_0^\infty L_n\,(a_n/\omega^2)\,d\omega\). Adding the two forms and using \(dy=(1+a_n/\omega^2)d\omega\), with \(y\) running over the whole real line,

\[
2I=\int_{-\infty}^\infty\frac{4\gamma/\pi}{y^2+4\gamma^2}dy=\frac{4\gamma}{\pi}\cdot\frac{\pi}{2\gamma}=2 .
\]

Each \(L_n\) is positive, has unit area for every \(\gamma\), and vanishes in proportion to \(\gamma\) away from \(\omega_n\). It therefore tends to \(\delta(\omega-\omega_n)\), and

\[
S(\omega)=\lim_{\gamma\to0}S_\gamma(\omega)=\sum_nf_n\,\delta(\omega-\omega_n),\qquad\int_0^\infty S_\gamma\,d\omega=\sum_nf_n .
\]

Two truncations occur in practice. For an upper limit \(\Omega\gg\omega_n,\gamma\), expanding \(y^2+4\gamma^2=\omega^2[1-2(\omega_n^2-\gamma^2)/\omega^2+\dots]\) gives \(L_n=(4\gamma/\pi)[\omega^{-2}+2(\omega_n^2-\gamma^2)\omega^{-4}+\dots]\), and integrating from \(\Omega\) upward,

\[
\int_\Omega^\infty S_\gamma\,d\omega=\frac{4\gamma}{\pi\Omega}\sum_nf_n+\frac{8\gamma}{3\pi\Omega^3}\sum_nf_n(\omega_n^2-\gamma^2)+\dots
\]

This series applies only to lines well below \(\Omega\). With Coulomb nuclei the continuum carries strength above every \(\Omega\): in hydrogen it falls as \(\omega^{-7/2}\), so the area missing after the leading term falls only about as \(\Omega^{-5/2}\) and exceeds the \(\Omega^{-3}\) term (about \(2\times10^{-4}\) against \(7\times10^{-6}\) at \(\Omega=20\) Ha for \(\gamma=0.05\) Ha).

For a finite propagation time \(T\), the piece lost at \(\omega\approx\omega_n\) is \((2f_n/\pi)\int_T^\infty e^{-\gamma t}\sin^2(\omega_nt)\,dt\). For \(\gamma\ll\omega_n\) the square averages to \(1/2\), and the loss is \(e^{-\gamma T}f_n/(\pi\gamma)\), the fraction \(e^{-\gamma T}\) of the peak height.

### The slope and the sum

Differentiating the first-order signal at \(t=0^+\), term by term (which requires the sum of positive terms \(\sum f_n\) to converge, as shown next),

\[
\dot d(0^+)=\kappa\sum_nf_n+O(\kappa^2).
\]

The sum is a ground-state expectation value. Writing out the double commutator and letting \(H\) act on \(|0\rangle\) or \(\langle0|\) where it stands at the end,

\[
\langle0|[X,[H,X]]|0\rangle=\langle XHX-XXH-HXX+XHX\rangle=2\langle0|X(H-E_0)X|0\rangle .
\]

Inserting the complete set of eigenstates turns the right side into \(2\sum_n\omega_n|X_{n0}|^2=\sum_nf_n\). The left side is fixed by \([H,X]=-iP\):

\[
[X,[H,X]]=-i[X,P]=-i\cdot iN=N .
\]

Hence \(\sum_nf_n=N\), the Thomas–Reiche–Kuhn or f-sum rule, and \(\dot d(0^+)/\kappa=\int S\,d\omega=N\) to first order in the kick.

## Second derivation: equation of motion and Fourier inversion

### The slope at any kick strength

For \(t>0\) the Hamiltonian is \(H\), and the Heisenberg equation gives \(\dot d=\langle i[H,X]\rangle=\langle P\rangle\). At \(t=0^+\) the state is \(e^{i\kappa X}|0\rangle\). Acting on any function \(\phi\), \(-i\nabla_j(e^{i\kappa X}\phi)=e^{i\kappa X}(\kappa\mathbf u-i\nabla_j)\phi\), so each momentum is shifted by \(\kappa\mathbf u\) and

\[
e^{-i\kappa X}Pe^{i\kappa X}=P+N\kappa .
\]

The mean momentum before the kick vanishes in any bound eigenstate, since \(\langle0|P|0\rangle=i\langle0|HX-XH|0\rangle=i(E_0-E_0)X_{00}=0\). Therefore

\[
\dot d(0^+)=N\kappa
\]

with no expansion in \(\kappa\). Every electron receives the impulse \(\kappa\) and has unit mass. Forces need time to change a velocity, so at the first instant the electrons respond as free particles whatever multiplicative potential binds them.

The next two derivatives follow in the same way, written for one dimension. Let \(W\) depend only on coordinate differences, so that \([P,W]=0\). From \([v,p]=iv'\), \(\ddot d=\langle i[H,P]\rangle=-\langle\sum_jv'(x_j)\rangle\). At \(0^+\) the density is that of the ground state, where the same quantity equals \(i\langle0|[H,P]|0\rangle=0\), so \(\ddot d(0^+)=0\). From \([p,v']=-iv''\) follows \(i[H,v'(x_j)]=\tfrac12(p_jv''+v''p_j)\). The kick replaces \(p_j\) by \(p_j+\kappa\), and the unshifted part is again the expectation of a commutator with \(H\) in an eigenstate, which is zero. This leaves \(\dddot d(0^+)=-\kappa\langle\sum_jv''(x_j)\rangle_0\). The first-order signal has \(\dddot d(0^+)=-\kappa\sum_nf_n\omega_n^2\), so wherever that sum converges,

\[
\sum_nf_n\omega_n^2=\Big\langle\sum_jv''(x_j)\Big\rangle_0 .
\]

### The area of the computed spectrum

Let \(w(t)\) be any smooth window with \(w(0)=1\) that decays with its derivatives at large \(t\); \(e^{-\gamma t}\) is one choice. Set \(G=wd/\kappa\) and define the spectrum by the same numerical recipe as before, now as a definition that refers to no eigenstate. Integrating by parts,

\[
S_w(\omega)=\frac{2\omega}\pi\int_0^\infty G\sin\omega t\,dt=\frac2\pi\Big[-G\cos\omega t\Big]_0^\infty+\frac2\pi\int_0^\infty\dot G\cos\omega t\,dt .
\]

The bracket vanishes because \(d(0^+)=0\) and \(w\) decays. Integrating over frequency up to \(\Omega\), with \(\int_0^\Omega\cos\omega t\,d\omega=\sin(\Omega t)/t\), and substituting \(s=\Omega t\),

\[
\int_0^\Omega S_w\,d\omega=\frac2\pi\int_0^\infty\dot G(s/\Omega)\,\frac{\sin s}{s}\,ds .
\]

As \(\Omega\to\infty\), \(\dot G(s/\Omega)\to\dot G(0^+)\), and the limit may be taken under the integral when \(\dot G\) has bounded variation, which is Dirichlet's condition. With \(\int_0^\infty(\sin s/s)\,ds=\pi/2\),

\[
\int_0^\infty S_w\,d\omega=\dot G(0^+)=\frac{\dot w(0)\,d(0^+)+w(0)\,\dot d(0^+)}{\kappa}=\frac{\dot d(0^+)}\kappa=N .
\]

This is the same result, now for any \(\kappa\) and any such window. As \(\kappa\to0\) with \(w=e^{-\gamma t}\), the left side becomes \(\sum_nf_n\), so equating the two expressions proves the f-sum rule a second time without evaluating the double commutator.

The high-frequency tail also follows. Two more integrations by parts give \(\int_0^\infty\dot G\cos\omega t\,dt=-\omega^{-1}\int_0^\infty\ddot G\sin\omega t\,dt=-\ddot G(0^+)/\omega^2+\dots\). Here \(\ddot G(0^+)=[\ddot wd+2\dot w\dot d+w\ddot d]/\kappa=2\dot w(0)N\), since \(d\) and \(\ddot d\) vanish at \(0^+\). For exponential damping \(\dot w(0)=-\gamma\), and \(S_w\to4\gamma N/(\pi\omega^2)\), in agreement with the first derivation. The tail is a product of the window's slope at \(t=0\), and a window with \(\dot w(0)=0\) has no \(\omega^{-2}\) tail. If the signal is cut at \(T\), the bracket contributes \(-(2/\pi)G(T)\cos\omega T\). This ripple does not decay with \(\omega\), but its integral up to \(\Omega\) is \(-(2/\pi)G(T)\sin(\Omega T)/T\), at most \(2|G(T)|/(\pi T)\) in size. The integral over \(\dot G\) is cut at \(T\) as well, which adds a further term of order \(2|\dot G(T)|/(\pi\Omega T)\) that vanishes as \(\Omega\to\infty\).

Two derivations have now shown that the initial slope of the signal divided by the kick, and the area under the computed spectrum, both equal the number of electrons \(N\). What remains is to set out what each derivation assumes, what agreement with \(N\) does and does not check, and how the results hold up in a worked example.
